# Image Shifts of Molecular Levels from Static COHSEX

A closed-shell, non-polar molecule sits near a metal electrode. Its orbitals overlap the metal's so little that hybridization, charge transfer and exchange with metal electrons can be neglected. The metal still responds to charge on the molecule, and so changes the static screened interaction from $W_{\rm mol}$ to $W_{\rm mol}+\Delta W$. The problem is to find what this does to the occupied and empty levels.

Formulas are in Hartree atomic units unless $e$ and $\varepsilon_0$ appear. $W(\mathbf r,\mathbf r')$ is the interaction energy of two like unit charges, so an attractive response of the metal means $\Delta W<0$. The orbitals $\phi_n$ are those of the isolated molecule, and $i$ labels occupied orbitals of the same spin as $n$.

## (a) The change in the self-energy

**Write the first-order shift of level $n$ as a sum over orbitals, starting from static COHSEX.**

The self-energy is a screened exchange (SEX) plus a Coulomb hole (COH):

$$\Sigma(\mathbf r,\mathbf r')=-\sum_i^{\rm occ}\phi_i(\mathbf r)\phi_i^*(\mathbf r')W(\mathbf r,\mathbf r')+\tfrac12\delta(\mathbf r-\mathbf r')\,[W-v](\mathbf r,\mathbf r').$$

The bare interaction $v$ and the orbitals are the same with and without the metal. Subtraction therefore leaves

$$\Delta\Sigma(\mathbf r,\mathbf r')=-\sum_i^{\rm occ}\phi_i(\mathbf r)\phi_i^*(\mathbf r')\Delta W(\mathbf r,\mathbf r')+\tfrac12\delta(\mathbf r-\mathbf r')\Delta W(\mathbf r,\mathbf r).$$

Define the interaction of a pair density with itself through the metal,

$$K_{nm}=\iint\phi_n^*(\mathbf r)\phi_m(\mathbf r)\,\Delta W(\mathbf r,\mathbf r')\,\phi_m^*(\mathbf r')\phi_n(\mathbf r')\,d\mathbf r\,d\mathbf r'.$$

The expectation value of the first term in $\phi_n$ is $-\sum_i K_{ni}$. In the second term, insert completeness, $\delta(\mathbf r-\mathbf r')=\sum_m\phi_m(\mathbf r)\phi_m^*(\mathbf r')$, with $m$ running over all orbitals. It becomes $\frac12\sum_mK_{nm}$. Each occupied orbital then has weight $-1+\frac12=-\frac12$, and each empty one $+\frac12$:

$$\Delta\Sigma_n=\tfrac12\Big[\sum_m^{\rm empty}-\sum_m^{\rm occ}\Big]K_{nm}.$$

The Hartree potential could change too, through the image of the molecule's own charge. If $\Delta W$ is a constant $\Delta W_0$ over the molecule, that change is $\Delta W_0$ times the total charge, electrons plus nuclei, which is zero. Part (f) sizes what remains when $\Delta W$ varies.

## (b) A constant change in the interaction

**Find the shifts when $\Delta W=\Delta W_0<0$ over the whole molecule, and explain their signs and the factor one half.**

A constant comes out of the integrals, and orthonormality gives

$$K_{nm}=\Delta W_0\,|\langle\phi_n|\phi_m\rangle|^2=\Delta W_0\,\delta_{nm}.$$

The term $m=n$ alone survives. It lies in the occupied sum if $n$ is occupied and in the empty sum otherwise:

$$\Delta\Sigma_{\rm occ}=-\Delta W_0+\tfrac12\Delta W_0=-\tfrac12\Delta W_0>0,\qquad \Delta\Sigma_{\rm empty}=0+\tfrac12\Delta W_0<0.$$

Occupied levels rise, empty levels fall by the same amount, and the gap closes by $|\Delta W_0|$. The Coulomb hole lowers both kinds of level equally. The loss of screened exchange, which acts on occupied levels, is twice as large and reverses the sign for them.

The same result follows from charging energies. Put a charge $q$ on the molecule gradually. At an intermediate charge $q'$ the metal's response potential is $q'\Delta W_0$, so the work is

$$\int_0^q q'\,\Delta W_0\,dq'=\tfrac12q^2\Delta W_0.$$

This is the same for $q=+1$ and $q=-1$: the metal stabilizes cation and anion alike. The ionization energy $I=E(N-1)-E(N)$ falls by $|\Delta W_0|/2$, and the affinity $A=E(N)-E(N+1)$ rises by $|\Delta W_0|/2$. The levels are $\varepsilon_{\rm HOMO}=-I$ and $\varepsilon_{\rm LUMO}=-A$, so one moves up and the other down.

## (c) One electrode and two

**Evaluate $\Delta W_0$ at height $h$ above one ideal metal plane, and midway between two planes a distance $L$ apart.**

For one plane at $z=0$, a unit charge at $\mathbf r'$ has an image of charge $-1$ at the mirror point $R\mathbf r'$. Hence

$$\Delta W(\mathbf r,\mathbf r')=-\frac1{|\mathbf r-R\mathbf r'|},\qquad \Delta W_0=-\frac1{2h}.$$

The shifts of part (b) are then

$$\Delta\Sigma_{\rm occ}=-\Delta\Sigma_{\rm empty}=\frac1{4h}=\frac{e^2}{16\pi\varepsilon_0h}.$$

This kernel leaves out the molecule's own polarization, both by the added charge and by the image field. A constant $\Delta W$ depends only on the total charge and exerts no field, so the leading result is unaffected; part (f) estimates both corrections.

For two grounded planes at $z=0$ and $z=L$, take a two-dimensional Fourier transform along the planes. A unit charge at $L/2$ gives a potential $g_k(z)$ obeying

$$g_k''-k^2g_k=-4\pi\delta(z-L/2),\qquad g_k(0)=g_k(L)=0.$$

Below the charge $g_k=B\sinh kz$, and above it the solution is the mirror image. The slope must drop by $4\pi$ at the charge, so $2Bk\cosh(kL/2)=4\pi$ and

$$g_k(L/2)=\frac{2\pi}{k}\tanh\frac{kL}2.$$

Without the metal it would be $2\pi/k$. Subtract this and integrate with $d^2k/(2\pi)^2=k\,dk/2\pi$:

$$\Delta W_0=-\int_0^\infty\Big(1-\tanh\frac{kL}2\Big)dk=-\int_0^\infty\frac{2\,dk}{e^{kL}+1}=-\frac{2\ln2}{L}.$$

The shifts are $\pm\ln2\,e^2/(4\pi\varepsilon_0L)$. With $h=L/2$, one plane would give $\pm1/(2L)$, so the second electrode multiplies the shift by $2\ln2\approx1.39$. The factor is below 2 because each electrode also screens the images formed in the other.

## (d) A molecule of finite size

**For a flat molecule parallel to one plane, find the first correction to the equality of the self-energy shifts.**

Write $z=h+u$ and $s^2=x^2+y^2$. Take real, non-degenerate orbitals whose densities are centred and symmetric, so that their odd moments vanish. With $a=u+u'$ and $\rho^2=(x-x')^2+(y-y')^2$, expansion to second order gives

$$\Delta W=-\frac1{\sqrt{(2h+a)^2+\rho^2}}\simeq-\frac1{2h}\Big[1-\frac a{2h}+\frac{a^2}{4h^2}-\frac{\rho^2}{8h^2}\Big].$$

For $m=n$, both densities are $\phi_n^2$, so $\langle a^2\rangle=2\langle u^2\rangle$ and $\langle\rho^2\rangle=2\langle s^2\rangle$:

$$K_{nn}=-\frac1{2h}\Big[1+\frac{2\langle u^2\rangle-\langle s^2\rangle}{4h^2}\Big].$$

For $m\ne n$, the pair density integrates to zero. The surviving terms contain both a primed and an unprimed coordinate: $2uu'$ from $a^2$, and $-2xx'-2yy'$ from $\rho^2$. They give

$$K_{nm}=-\frac1{2h}\frac{D_{nm}}{4h^2},\qquad D_{nm}=2u_{nm}^2+x_{nm}^2+y_{nm}^2,$$

where $u_{nm}=\langle\phi_n|u|\phi_m\rangle$, and likewise for $x$ and $y$. The Coulomb hole is simplest in its local form, since $\Delta W(\mathbf r,\mathbf r)=-1/[2(h+u)]$:

$$\tfrac12\langle\Delta W(\mathbf r,\mathbf r)\rangle=-\frac1{4h}\Big[1+\frac{4\langle u^2\rangle}{4h^2}\Big].$$

For an occupied level, $-K_{nn}-\sum_{i\ne n}K_{ni}$ is added to this. The terms in $\langle u^2\rangle$ cancel:

$$\Delta\Sigma_{\rm occ}=\frac1{4h}\Big[1+\frac{c_{\rm occ}}{4h^2}\Big],\qquad c_{\rm occ}=2\sum_{i\neq n}^{\rm occ}D_{ni}-2\langle s^2\rangle.$$

For an empty level the exchange term is $-\sum_iK_{ni}=\frac1{2h}\sum_iD_{ni}/(4h^2)$, so

$$\Delta\Sigma_{\rm empty}=-\frac1{4h}\Big[1+\frac{c_{\rm empty}}{4h^2}\Big],\qquad c_{\rm empty}=4\langle u^2\rangle-2\sum_i^{\rm occ}D_{ni}.$$

The shifts are thus equal and opposite to leading order in molecular size over $2h$. The mismatch of the self-energy shifts, relative to the shift, is $(c_{\rm occ}-c_{\rm empty})/4h^2$ and falls as $1/h^2$. The image of the neutral molecule's quadrupole and the rearrangement of the ion's electrons enter the full level shifts at the same order; both are left to part (f).

To evaluate $K_{nm}$ without the expansion, use the plane-wave form of $1/|\mathbf r-R\mathbf r'|$, valid for charge above the plane:

$$K_{nm}=-\frac1{2\pi}\int_0^\infty\!dk\int_0^{2\pi}\!d\theta\;e^{-2kh}|F_{nm}|^2,\qquad F_{nm}=\int\phi_n^*\phi_m\,e^{i\mathbf k\cdot\mathbf x-ku}\,d\mathbf r.$$

It also shows that every $K_{nm}\le0$.

## (e) Is a static response enough?

**Let the metal respond through one mode of energy $\Omega$. Which parts of the static result survive?**

Couple the mode to the molecule's net electron number $Q$ with strength $g$, and to transitions between $n$ and $m$ with strength $d_{nm}$. First set $d_{nm}=0$. Completing the square gives

$$\Omega b^\dagger b+gQ(b+b^\dagger)=\Omega\Big(b^\dagger+\frac{gQ}\Omega\Big)\Big(b+\frac{gQ}\Omega\Big)-\frac{g^2Q^2}{\Omega}.$$

Comparison of the last term with $\frac12Q^2\Delta W_0$ identifies $\Delta W_0=-2g^2/\Omega$. The levels move by $\pm g^2/\Omega=\mp\Delta W_0/2$ for any $\Omega$ in this model. As a difference of ground-state energies, the leading image shift does not require a fast metal. A measured spectrum is another matter: the line at the shifted energy carries a fraction $e^{-(g/\Omega)^2}$ of the weight, and the rest lies in satellites. For a shift $g^2/\Omega=0.72$ eV this fraction is 84 % at $\Omega=4$ eV but only 24 % at 0.5 eV.

Now add transitions to second order in $d_{nm}$, with $K_{nm}=-2d_{nm}^2/\Omega$. In the neutral molecule, a virtual excitation from HOMO to an empty $m$ with one quantum lowers the energy by $d^2/(\Omega+\varepsilon_m-\varepsilon_H)$. Removing the HOMO electron loses this gain, so $I$ rises and the HOMO level falls by that amount:

$$-\frac{d^2}{\Omega+\varepsilon_m-\varepsilon_H}=\frac12K_{Hm}\frac{\Omega}{\Omega+\varepsilon_m-\varepsilon_H}.$$

This is the static term of part (a) times a factor below one. The other cases follow in the same way. A hole in the HOMO can scatter virtually to a deeper level, which raises the HOMO. An added electron can scatter to higher levels, which lowers the LUMO; it also blocks excitations into the LUMO, which raises it. For the HOMO and LUMO, each static transition term acquires the factor $\Omega/(\Omega+|\varepsilon_n-\varepsilon_m|)$.

An ion has one more term at second order in $d_{nm}$. Its charge displaces the mode, so that $b+b^\dagger$ has the mean value $-2gQ/\Omega$, and this steady field mixes the ion's levels. That is the polarization by the image field, left out of the kernel in part (c); it is not included in the factor above and is sized separately in part (f).

Exact diagonalization of a two-level molecule with one mode tests the factor for the HOMO–LUMO term. The neutral molecule has one electron in the two levels; its ions, with none or two, have no transitions and hence no polarization. Take the gap as the energy unit, $K_{HH}=K_{LL}=-0.2$ and $K_{HL}=-0.002$. For $\Omega=3$ the formula predicts a static error of $\frac12(0.002)(1-\frac34)=2.5\times10^{-4}$, and diagonalization gives $2.50\times10^{-4}$. For $\Omega=300$ the error is $3.3\times10^{-6}$.

## (f) Ethylene near a metal

**Evaluate the shifts for ethylene lying flat 0.5 nm above the image plane, and judge what the model omits.**

The orbitals are PBE/def2-TZVP at a rounded geometry; the HOMO is $\pi$ and the LUMO $\pi^*$. At this height $2h=1$ nm and $\Delta W_0=-1.440$ eV, so the point formula gives $\pm0.720$ eV. The full COHSEX expression gives

$$\text{HOMO: }1.454-0.741=+0.713\ \text{eV},\qquad\text{LUMO: }0.014-0.747=-0.733\ \text{eV},$$

with SEX first and COH second. This is the pattern of part (b): the exchange change is close to $|\Delta W_0|$ for the occupied level and close to zero for the empty one. The gap closes by 1.45 eV.

The finite-size law needs the moments, here in bohr²:

$$c_{\rm occ}=2(1.434)-2(2.880)=-2.89,\qquad c_{\rm empty}=4(2.979)-2(3.240)=5.44.$$

With $4h^2=(18.9\ \text{bohr})^2=357$ bohr², the shifts are $0.720(1-0.0081)=0.714$ eV and $-0.720(1+0.0152)=-0.731$ eV, within about 2 meV of the full values in the same basis. The coefficients depend on the basis: with diffuse functions $c_{\rm occ}$ is about $-3.0$, while $c_{\rm empty}$ rises to 5.8 (def2-TZVPD) or 8.5 (aug-cc-pVDZ and aug-cc-pVTZ, which indicates that the def2-TZVP value is too low), and to 9.0 when a further diffuse $p$ function is added to aug-cc-pVDZ on each carbon. The mismatch between the two magnitudes, relative to their mean, is 2.9 % at 0.5 nm, 0.6 % at 1 nm and 0.15 % at 2 nm in def2-TZVP, which approaches the $1/h^2$ law. With aug-cc-pVDZ the finite-size law gives about 0.8 % at 1 nm and 0.2 % at 2 nm.

Going from def2-SVP to def2-TZVP changes the HOMO and LUMO shifts by $-0.7$ and $-5$ meV. Neither basis has diffuse functions, which matter for the more extended $\pi^*$ orbital. With aug-cc-pVDZ the LUMO shift is about 10 meV lower than the value above, and the mismatch at 0.5 nm is about 4 % instead of 2.9 %; the HOMO shift changes by less than 1 meV. The diffuse tail of the $\pi^*$ orbital then reaches the plane, where $\Delta W(\mathbf r,\mathbf r)$ diverges, and has to be cut off. The position of the cut and a further diffuse function each change the LUMO shift by a few meV, so its third decimal has no physical meaning. The integrals were tested in the smaller basis: $K_{HH}$ is $-1.44711$ eV both from plane waves and from analytic Gaussian integrals. The completeness step of part (a) was tested on the transition terms $m\neq n$ of the Coulomb hole. An aug-cc-pVTZ basis recovers 99 % of their closed-form value for the HOMO and 97 % for the LUMO.

Several omitted effects can be sized at the same height, with rough inputs for the metal.

- **Metal screening length.** A Thomas–Fermi metal multiplies each plane wave of the image by $(q-k)/(q+k)$, with $q^2=k^2+\lambda^{-2}$. For small $k\lambda$ this is about $e^{-2k\lambda}$, which replaces $h$ by $h+\lambda$. With $\lambda=0.05$ nm the point shift drops from 0.720 to 0.655 eV. If $h$ is already measured from an image plane that includes this penetration, the correction must not be applied again.
- **Neutral quadrupole.** With the definition $Q_{zz}=\frac12\sum q(3z^2-r^2)$, summed over all charges $q$ of the molecule and measured from its centre, the molecule has $Q_{zz}=-2.44\,e\,$bohr² along the normal ($-2.35$ to $-2.41$ with diffuse functions). Its image has the opposite sign and gives an electron at the molecular centre the energy $Q_{zz}/(2h)^3$. Both levels fall by about 10 meV.
- **Finite metal frequency.** A mode at 4 eV raises both levels by about 7 meV relative to the static result, in the def2-TZVP orbital space. The HOMO value is stable against the basis. The LUMO value grows to roughly 8 to 10 meV with augmented bases and with the high-lying transitions that a finite basis misses.
- **Molecular polarization.** The image field $1/(2h)^2$ lowers either ion by $\frac12\alpha/(2h)^4$. With the neutral molecule's $\alpha$ in place of the ion's, an uncoupled estimate of 26 bohr³ (32 to 33 with diffuse functions) gives 3 meV. This is an order of magnitude only; it raises the HOMO and lowers the LUMO. The added charge also rearranges the molecule's other electrons without any metal, which changes the ion's quadrupole. Through this quadrupole alone, Hartree–Fock densities of the two ions give 6 to 7 meV less image energy than frozen orbitals do in def2-SVP, and about 5.5 meV less in def2-TZVP. Relaxation also changes the static transition terms at the same order; with them the reduction is about 12 meV for the cation and 4 to 5 meV for the anion. This effect falls as $1/h^3$ and reduces both shifts.
- **Tunnelling width.** For a level 4 eV below the vacuum level, a 10 eV prefactor gives about 0.4 meV. The HOMO of ethylene lies much deeper, so its width is smaller still. The $\pi^*$ level lies above the vacuum level and has no such barrier; its width is not estimated here.

The quadrupole term lowers both levels and the frequency term raises both, so each changes the mismatch and the two partly cancel. Each is comparable with the difference between the two magnitudes (20 meV in def2-TZVP, about 30 meV in aug-cc-pVDZ), so that difference is a property of the ideal-plane static model and should not be read as a prediction for a real surface. The closing of the gap is much less sensitive to them.

In a real junction, the position of the image plane is the main uncertainty among those sized here. A flat molecule physisorbed on a noble metal lies roughly 0.3 nm above the top atomic layer, hence only about 0.1 to 0.2 nm above the image plane. The example's 0.5 nm therefore describes a molecule held off the surface. At 0.2 nm the point formula would give 1.8 eV, but an error of 0.05 nm in $h$ would then change it by 20 % or more, and orbital tails reach the metal, against the assumption of weak coupling. For a molecule centred in a 1 nm gap between two ideal electrodes, the point shifts are $\pm1.00$ eV.

These shifts are to be added to quasiparticle levels of the isolated molecule. Free ethylene does not bind an extra electron, so its $\pi^*$ level is a resonance above the vacuum level. The bound PBE $\pi^*$ orbital stands in for it here, and the LUMO shift is an estimate for that orbital. The PBE/def2-TZVP eigenvalues, $-6.74$ and $-0.97$ eV (augmented bases lower them, by about 0.03 and 0.10 eV in aug-cc-pVTZ), are not such levels: here PBE supplies the orbital shapes, and its eigenvalues enter the frequency and polarizability estimates alone. The numerical output gives the values at all three heights.

## Computed values

```
C-C length, C-H length: 0.133, 0.109 nm; HCH 117 deg
PBE HOMO, LUMO of free molecule: -6.74, -0.97 eV
h = 0.5 nm: point shift +/- 0.7200 eV
  HOMO: SEX 1.4539, COH -0.7414, total 0.7125 eV
  LUMO: SEX 0.0135, COH -0.7467, total -0.7331 eV
  finite-size law HOMO, LUMO: 0.7142, -0.7309 eV
  gap closing 1.4457 eV, mismatch/mean 2.85 %
h = 1.0 nm: point shift +/- 0.3600 eV
  HOMO: SEX 0.7217, COH -0.3625, total 0.3592 eV
  LUMO: SEX 0.0016, COH -0.3631, total -0.3614 eV
  finite-size law HOMO, LUMO: 0.3593, -0.3614 eV
  gap closing 0.7206 eV, mismatch/mean 0.61 %
h = 2.0 nm: point shift +/- 0.1800 eV
  HOMO: SEX 0.3602, COH -0.1803, total 0.1799 eV
  LUMO: SEX 0.0002, COH -0.1804, total -0.1802 eV
  finite-size law HOMO, LUMO: 0.1799, -0.1802 eV
  gap closing 0.3601 eV, mismatch/mean 0.15 %
dW0 of ideal plane at 0.5 nm: -1.4400 eV
HOMO: <s^2> 2.880, <u^2> 2.444, occupied D sum 1.434 bohr^2
LUMO: <s^2> 5.394, <u^2> 2.979, occupied D sum 3.240 bohr^2
size coefficients HOMO, LUMO: -2.891, 5.436 bohr^2
SVP to TZVP change at 0.5 nm, HOMO, LUMO: -0.72, -5.08 meV
SVP image energy K_HH: waves -1.44711, Gaussian -1.44711 eV
SVP image energy K_HL: waves -8.078, Gaussian -8.078 meV
HOMO transition part of COH recovered: TZVP 94.0 %, aug-cc-pVTZ 99.1 %
LUMO transition part of COH recovered: TZVP 85.8 %, aug-cc-pVTZ 97.3 %
two planes 1.0 nm apart, centre: +/- 0.9981 eV (point formula)
mode model, K diagonal -0.2, transition -0.002, gap 1.0 (gap units)
mode model static error: Omega=3: 2.50e-04, Omega=300: 3.32e-06 (gap units)
Neglected effects at 0.5 nm (rough inputs):
  screening length 0.05 nm: point shift becomes 0.6547 eV, change -0.0653 eV
  molecular quadrupole -2.441 e bohr^2: both levels move -9.84 meV
  normal polarizability 26.0 bohr^3 (uncoupled): 2.78 meV per level
  metal mode 4.0 eV: HOMO 7.50, LUMO 6.91 meV
  tunnelling width, barrier 4.0 eV, prefactor 10.0 eV: 0.355 meV
```
